# Complex-energy lifetimes of an inversion layer behind a thin oxide: a program that tests the result

```python
"""Lifetime of an inversion-layer level leaking through a thin oxide.

Result under test: the outgoing-wave level E - i*Gamma/2 has the decay rate
  Gamma/hbar = f * T_entry * T_exit * exp(-2S)
for a linear well and an opaque barrier, up to small corrections, where
  f       = F_well/(2 m_s v_s), the classical attempt frequency,
  T_entry = 4 v_s w_0/(v_s^2+w_0^2), T_exit = 4 v_g w_d/(v_g^2+w_d^2),
  S       = integral of kappa over the oxide.
v_s, v_g: speeds in well and gate; w = hbar*kappa/m_ox at the oxide faces.
For a curved well F_well is replaced by the mean force in f*T_entry.
Geometry: gate z<-d, oxide -d<z<0, well z>0.
Units: eV, nm, fs; masses in free-electron masses; F in eV/nm.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, simpson, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

mp.mp.dps = 36
C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2
HBAR = sc.hbar / sc.e * 1e15                     # eV fs
M0 = HBAR**2 / (2 * C)                           # eV fs^2/nm^2


def field(sheet_density, eps_r):
    """Force in eV/nm from a sheet density in cm^-2."""
    return sheet_density * 1e4 * sc.e / (eps_r * sc.epsilon_0) * 1e-9


# ---------- outgoing-wave pole from the analytic secular function ----------
def oxide_pair(z, E, p):
    """Two independent oxide solutions and their z-derivatives."""
    if p["F_ox"] == 0:
        k = mp.sqrt(p["m_ox"] * (p["phi"] - E) / C)
        u, v = mp.exp(-k * z), mp.exp(k * z)
        return u, -k * u, v, k * v
    L = mp.cbrt(C / (p["m_ox"] * p["F_ox"]))
    x = (z + (p["phi"] - E) / p["F_ox"]) / L
    return (mp.airyai(x), mp.airyai(x, derivative=1) / L,
            mp.airybi(x), mp.airybi(x, derivative=1) / L)


def secular(E, p):
    k = mp.sqrt(p["m_s"] * (E + p["F_ox"] * p["d"]) / C)
    q = mp.mpc(0, -1) * k * p["m_ox"] / p["m_s"]
    u, du, v, dv = oxide_pair(-p["d"], E, p)
    a, b = dv - q * v, -(du - q * u)
    u, du, v, dv = oxide_pair(0, E, p)
    L = mp.cbrt(C / (p["m_s"] * p["F_well"]))
    s = -E / (p["F_well"] * L)
    well, dwell = mp.airyai(s), mp.airyai(s, derivative=1) / L
    return (a * du + b * dv) / p["m_ox"] * well - (a * u + b * v) * dwell / p["m_s"]


def hard_wall(p, n=1):
    L = (C / (p["m_s"] * p["F_well"])) ** (1 / 3)
    return -ai_zeros(n)[0][n - 1] * p["F_well"] * L


def pole(p, n=1):
    """Real energy and width (eV) of level n."""
    e_hard = hard_wall(p, n)
    kappa = np.sqrt(p["m_ox"] * (p["phi"] - e_hard) / C)
    e0 = mp.mpc(e_hard - p["F_well"] * p["m_ox"] / (p["m_s"] * kappa))
    e1 = e0 - mp.mpf("1e-3")
    f0, f1 = secular(e0, p), secular(e1, p)
    for _ in range(40):
        step = -f1 * (e1 - e0) / (f1 - f0)
        e0, f0, e1 = e1, f1, e1 + step
        if abs(step) < mp.mpf("1e-26"):
            break
        f1 = secular(e1, p)
    else:
        raise RuntimeError("secant iteration did not converge")
    width = -2 * e1.imag
    assert width > 0
    return float(e1.real), float(width)


# ---------- semiclassical product ----------
def speed(kinetic, mass):
    return np.sqrt(2 * kinetic / (mass * M0))


def semiclassical(E, p):
    drop = p["F_ox"] * p["d"]
    v_s, v_g = speed(E, p["m_s"]), speed(E + drop, p["m_s"])
    w_0, w_d = speed(p["phi"] - E, p["m_ox"]), speed(p["phi"] - drop - E, p["m_ox"])
    S = quad(lambda z: np.sqrt(p["m_ox"] * (p["phi"] + p["F_ox"] * z - E) / C),
             -p["d"], 0)[0]
    f = p["F_well"] / (2 * p["m_s"] * M0 * v_s)
    entry = 4 * v_s * w_0 / (v_s**2 + w_0**2)
    exit_ = 4 * v_g * w_d / (v_g**2 + w_d**2)
    kappa0 = np.sqrt(p["m_ox"] * (p["phi"] - E) / C)
    pen = 2 * p["F_well"] / (p["m_s"] * M0) / (v_s**2 + w_0**2) / (2 * kappa0)
    return dict(f=f, entry=entry, exit=exit_, S=S, pen=pen,
                bare=f * np.exp(-2 * S), rate=f * entry * exit_ * np.exp(-2 * S))


def round_trip(V, E, mass):
    """Classical period between the wall at z=0 and the turning point."""
    zt = brentq(lambda z: V(z) - E, 1e-6, 11.0, xtol=1e-14)
    return 2 * quad(lambda s: 2 * zt * s / speed(E - V(zt * (1 - s * s)), mass), 0, 1)[0]


# ---------- finite differences ----------
def fd_parts(h, p, well, n_gate):
    a = n_gate
    b = a + round(p["d"] / h)
    n = b + len(well)
    drop = p["F_ox"] * p["d"]
    mass = np.full(n + 1, p["m_s"])
    mass[a + 1:b + 1] = p["m_ox"]
    t = C / (mass * h * h)
    V = np.full(n, -drop)
    V[a:b] = p["phi"] + p["F_ox"] * h * (np.arange(a, b) - b)
    V[a] = p["phi"] / 2 - drop                   # mean of both sides
    V[b:] = well
    V[b] = (p["phi"] + well[0]) / 2
    return t, t[:-1] + t[1:] + V, b


def fd_pole(h, p, well, guess):
    """Outgoing level of the discrete Hamiltonian by inverse iteration."""
    t, diag, b = fd_parts(h, p, well, 2)
    n = len(diag)
    ab = np.zeros((3, n), complex)
    ab[0, 1:] = ab[2, :-1] = -t[1:-1]
    shift, E = guess - 1e-3, complex(guess)
    z = h * np.arange(len(well))
    x = np.zeros(n, complex)
    x[b:] = (z + 0.1) * np.exp(-z)
    for _ in range(25):
        theta = np.arccos(1 - (E + p["F_ox"] * p["d"]) / (2 * t[0]) + 0j)
        ab[1] = diag - shift
        ab[1, 0] -= t[0] * np.exp(1j * theta)
        y = solve_banded((1, 1), ab, x)
        E = shift + (x @ x) / (x @ y)
        x = y / y[np.argmax(abs(y))]
    return E.real, -2 * E.imag, x[b:].real


# ---------- example: silicon inversion layer, rough typical values ----------
N_INV, N_DEP = 5e12, 3e12                        # cm^-2
EPS_S, EPS_OX, TEMP = 11.7, 3.9, 300.0
base = dict(d=1.5, phi=3.1, m_ox=0.5, m_s=0.916,
            F_ox=field(N_INV + N_DEP, EPS_OX),
            F_well=field(N_DEP + N_INV / 2, EPS_S))
E1, G1 = pole(base)
tau1 = HBAR / G1
semi = semiclassical(E1, base)

# Finite-difference level, with extrapolation in the squared mesh width
fd = {}
for h in (0.02, 0.01):
    zz = h * np.arange(round(12 / h))
    fd[h] = fd_pole(h, base, base["F_well"] * zz, E1)
G_fd = (4 * fd[0.01][1] - fd[0.02][1]) / 3
E_fd = (4 * fd[0.01][0] - fd[0.02][0]) / 3
assert abs(G_fd / G1 - 1) < 3e-3
assert abs(E_fd - E1) < 1e-5

# Flux out of the oxide divided by the norm, by quadrature
Ec = E1 - 0.5j * G1
L_ox = (C / (base["m_ox"] * base["F_ox"])) ** (1 / 3)
L_w = (C / (base["m_s"] * base["F_well"])) ** (1 / 3)
z_ox, z_w = np.linspace(-base["d"], 0, 2001), np.linspace(0, 12, 6001)
A, dA, B, dB = airy((z_ox + (base["phi"] - Ec) / base["F_ox"]) / L_ox)
k_gate = np.sqrt(base["m_s"] * (Ec + base["F_ox"] * base["d"]) / C)
q = -1j * k_gate * L_ox * base["m_ox"] / base["m_s"]
psi_ox = (dB[0] - q * B[0]) * A - (dA[0] - q * A[0]) * B
psi_w = airy((z_w - Ec / base["F_well"]) / L_w)[0]
psi_w = psi_w * psi_ox[-1] / psi_w[0]
norm = simpson(abs(psi_ox)**2, x=z_ox) + simpson(abs(psi_w)**2, x=z_w)
G_flux = 2 * C * k_gate.real / base["m_s"] * abs(psi_ox[0])**2 / norm
assert abs(G_flux / G1 - 1) < 1e-5

# Real-time decay in a long closed box, for a deliberately leaky barrier
leaky = {**base, "phi": 1.0, "d": 0.4}
E_leak, G_leak = pole(leaky)
h, n_gate = 0.05, 2000
t, diag, b = fd_parts(h, leaky, leaky["F_well"] * h * np.arange(240), n_gate)
off, start = -t[1:-1], n_gate + 1
_, phi0 = eigh_tridiagonal(diag[start:], off[start:], select="i", select_range=(0, 0))
levels, vectors = eigh_tridiagonal(diag, off)
weights = (vectors[start:].T @ phi0[:, 0])**2
times = np.linspace(100, 400, 121)
survival = abs(np.exp(-1j * np.outer(times, levels) / HBAR) @ weights)**2
tau_time = -1 / np.polyfit(times, np.log(survival), 1)[0]
assert abs(tau_time * G_leak / HBAR - 1) < 0.03   # mesh and other levels

# Flat barrier: only the norm inside the oxide separates product and pole
flat = {**base, "F_ox": 0.0}
E_flat, G_flat = pole(flat)
s_flat = semiclassical(E_flat, flat)
flat_ratio = G_flat / HBAR / s_flat["rate"]
assert abs(flat_ratio - 1 / (1 + s_flat["pen"])) < 1e-4
assert s_flat["pen"] > 5e-4

# Classical period of the linear well from its definition
assert abs(round_trip(lambda z: base["F_well"] * z, E1, base["m_s"]) * semi["f"] - 1) < 1e-6

# Thickness and subband tables
thick = []
for d in (1.0, 1.5, 2.0, 2.5, 3.0):
    p = {**base, "d": d}
    E, G = pole(p)
    s = semiclassical(E, p)
    thick.append((d, HBAR / G, 1 / s["rate"], 1 / s["bare"]))
    assert abs(s["rate"] * HBAR / G - 1) < 0.02
bands = []
for n in (1, 2, 3):
    E, G = pole(base, n)
    s = semiclassical(E, base)
    bands.append((n, E, HBAR / G, 1 / s["rate"], s["f"]))
    assert abs(s["rate"] * HBAR / G - 1) < 0.02

# Self-consistent one-subband well: same mean force, different shape
h = 0.02
z = h * np.arange(600)
well, E_h = base["F_well"] * z, E1
for _ in range(45):
    E_h, G_h, x = fd_pole(h, base, well, E_h)
    P = cumulative_trapezoid(x**2, z, initial=0)
    P /= P[-1]
    new = (field(N_DEP, EPS_S) * z
           + field(N_INV, EPS_S) * (z - cumulative_trapezoid(P, z, initial=0)))
    change = np.max(abs(new - well))
    well = (well + new) / 2
assert change < 1e-8
s_h = semiclassical(E_h, base)
ratio_fd = G_h / fd[0.02][1]
ratio_force = s_h["rate"] / semi["rate"]
f_h = 1 / round_trip(CubicSpline(z, well), E_h, base["m_s"])
ratio_product = ratio_force * f_h / s_h["f"]
assert abs(ratio_fd / ratio_force - 1) < 3e-3

# Sizes of neglected or uncertain effects, as lifetime ratios
def lifetime_ratio(**change_of):
    return G1 / pole({**base, **change_of})[1]

kT = sc.k * TEMP / sc.e
m_t = 0.19
r_par = lifetime_ratio(phi=base["phi"] - kT * (1 - m_t / base["m_ox"]))
beta = (EPS_OX - EPS_S) / (EPS_OX + EPS_S)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
image = -coulomb / (EPS_OX * base["d"]) * sum(beta**j / j for j in range(1, 80))
r_image = lifetime_ratio(phi=base["phi"] - image)
r_mass = lifetime_ratio(m_ox=1.1 * base["m_ox"])
r_thick = lifetime_ratio(d=base["d"] + 0.1)
GAP = 9.0


def kappa_two_band(zp):
    above = base["phi"] + base["F_ox"] * zp - E1
    return np.sqrt(base["m_ox"] * above * (1 - above / GAP) / C)


r_two = np.exp(2 * quad(kappa_two_band, -base["d"], 0)[0] - 2 * semi["S"])

# Room-temperature share of the lowest subband (hard-wall levels)
ladder = [(hard_wall(base, n), 2 * m_t) for n in range(1, 9)]
other = {**base, "m_s": m_t}
ladder += [(hard_wall(other, n), 4 * np.sqrt(m_t * base["m_s"])) for n in range(1, 9)]


def filling(mu):
    return np.array([g * kT / (2 * np.pi * C) * np.logaddexp(0, (mu - e) / kT)
                     for e, g in ladder])


mu = brentq(lambda m: filling(m).sum() - N_INV * 1e-14, -1, 2)
share = filling(mu)[0] / filling(mu).sum()
current = sc.e * N_INV / (tau1 * 1e-15)
E_hw = hard_wall(base)
BREAKDOWN = 10.0                                 # rough, MV/cm

print(f"inversion, depletion density: {N_INV:.1e}, {N_DEP:.1e} cm^-2")
print(f"relative permittivity Si, oxide: {EPS_S}, {EPS_OX}")
print(f"barrier {base['phi']} eV; masses well/gate {base['m_s']}, oxide {base['m_ox']} m0")
print(f"well field {10*base['F_well']:.4f} MV/cm, oxide field {10*base['F_ox']:.4f} MV/cm")
print(f"main oxide thickness {base['d']} nm, voltage drop {base['F_ox']*base['d']:.4f} V")
print(f"hard-wall ground energy: {E_hw:.5f} eV")
print(f"pole energy: {E1:.5f} eV, width Gamma: {G1:.4e} eV")
print(f"pole lifetime: {tau1*1e-15:.4e} s = {tau1*1e-9:.4f} us")
print(f"attempt frequency: {semi['f']*1e15:.4e} Hz, period {1/semi['f']:.3f} fs")
print(f"entry factor {semi['entry']:.4f}, exit factor {semi['exit']:.4f}")
print(f"2S = {2*semi['S']:.4f}, exp(-2S) = {np.exp(-2*semi['S']):.4e}")
print(f"product lifetime: {1e-15/semi['rate']:.4e} s")
print(f"product at hard-wall energy: {1e-15/semiclassical(E_hw, base)['rate']:.4e} s")
print(f"penetration correction: {semi['pen']:.3e}")
print("d (nm) | lifetime (s): pole, product, bare exponential | product/pole")
for d, a, s, w in thick:
    print(f"{d:.1f} | {a*1e-15:.4e} {s*1e-15:.4e} {w*1e-15:.4e} | {s/a:.5f}")
print("level | energy (eV) | lifetime (s): pole, product | attempt frequency (Hz)")
for n, E, a, s, f in bands:
    print(f"{n} | {E:.5f} | {a*1e-15:.4e} {s*1e-15:.4e} | {f*1e15:.4e}")
print(f"mesh 0.02, 0.01 nm: Gamma {fd[0.02][1]:.4e}, {fd[0.01][1]:.4e} eV")
print(f"mesh shift of Gamma: {100*(fd[0.01][1]/fd[0.02][1]-1):.3f} %")
print(f"extrapolated mesh Gamma / pole Gamma: {G_fd/G1:.6f}")
print(f"flux-over-norm Gamma / pole Gamma: {G_flux/G1:.8f}")
print(f"leaky test (1.0 eV, 0.4 nm): pole {HBAR/G_leak:.2f} fs, real time {tau_time:.2f} fs")
print(f"flat barrier: pole rate/product {flat_ratio:.6f}, predicted {1/(1+s_flat['pen']):.6f}")
print(f"Hartree level: {E_h:.5f} eV; linear well, same mesh: {fd[0.02][0]:.5f} eV")
print(f"Hartree/linear rate: mesh {ratio_fd:.5f}, mean-force law {ratio_force:.5f}")
print(f"Hartree/linear rate with classical attempt frequency: {ratio_product:.5f}")
print(f"Hartree well attempt frequency: {f_h*1e15:.4e} Hz")
print("lifetime ratios, changed case / main case:")
print(f"in-plane energy kT = {1e3*kT:.2f} meV at {TEMP:.0f} K: {r_par:.4f}")
print(f"mid-oxide image lowering {image:.4f} eV: {r_image:.4f}")
print(f"oxide mass +10 %: {r_mass:.4f}")
print(f"oxide thickness +0.1 nm: {r_thick:.4f}")
print(f"two-band oxide, gap {GAP} eV, same edge mass (exponent only): {r_two:.4f}")
print(f"lowest-subband share at {TEMP:.0f} K: {100*share:.1f} %")
print(f"leakage if all electrons were in it: {current:.4f} A/cm2")
print(f"oxide field / rough breakdown field {BREAKDOWN:.0f} MV/cm: {10*base['F_ox']/BREAKDOWN:.3f}")
print("done: every assertion held")
```

Output:

```
inversion, depletion density: 5.0e+12, 3.0e+12 cm^-2
relative permittivity Si, oxide: 11.7, 3.9
barrier 3.1 eV; masses well/gate 0.916, oxide 0.5 m0
well field 0.8506 MV/cm, oxide field 3.7118 MV/cm
main oxide thickness 1.5 nm, voltage drop 0.5568 V
hard-wall ground energy: 0.15669 eV
pole energy: 0.14926 eV, width Gamma: 3.8881e-10 eV
pole lifetime: 1.6929e-06 s = 1.6929 us
attempt frequency: 3.4111e+13 Hz, period 29.316 fs
entry factor 0.6468, exit factor 1.3824
2S = 17.7580, exp(-2S) = 1.9399e-08
product lifetime: 1.6902e-06 s
product at hard-wall energy: 1.6411e-06 s
penetration correction: 1.230e-03
d (nm) | lifetime (s): pole, product, bare exponential | product/pole
1.0 | 6.4669e-09 6.4577e-09 4.9944e-09 | 0.99858
1.5 | 1.6929e-06 1.6902e-06 1.5112e-06 | 0.99842
2.0 | 3.7034e-04 3.6971e-04 3.6795e-04 | 0.99829
2.5 | 6.6223e-02 6.6105e-02 7.1442e-02 | 0.99822
3.0 | 9.5193e+00 9.5023e+00 1.0950e+01 | 0.99822
level | energy (eV) | lifetime (s): pole, product | attempt frequency (Hz)
1 | 0.14926 | 1.6929e-06 1.6902e-06 | 3.4111e+13
2 | 0.26642 | 1.0656e-06 1.0640e-06 | 2.5531e+13
3 | 0.36235 | 7.3100e-07 7.2984e-07 | 2.1892e+13
mesh 0.02, 0.01 nm: Gamma 3.9140e-10, 3.8946e-10 eV
mesh shift of Gamma: -0.496 %
extrapolated mesh Gamma / pole Gamma: 0.999998
flux-over-norm Gamma / pole Gamma: 1.00000000
leaky test (1.0 eV, 0.4 nm): pole 202.28 fs, real time 203.01 fs
flat barrier: pole rate/product 0.998771, predicted 0.998771
Hartree level: 0.17018 eV; linear well, same mesh: 0.14927 eV
Hartree/linear rate: mesh 1.08636, mean-force law 1.08652
Hartree/linear rate with classical attempt frequency: 1.03386
Hartree well attempt frequency: 3.0397e+13 Hz
lifetime ratios, changed case / main case:
in-plane energy kT = 25.85 meV at 300 K: 0.9433
mid-oxide image lowering 0.0998 eV: 0.6933
oxide mass +10 %: 2.2018
oxide thickness +0.1 nm: 2.9826
two-band oxide, gap 9.0 eV, same edge mass (exponent only): 0.0564
lowest-subband share at 300 K: 87.8 %
leakage if all electrons were in it: 0.4732 A/cm2
oxide field / rough breakdown field 10 MV/cm: 0.371
done: every assertion held
```
